# Sixth-Power Thickness Law for Roughness-Limited Mobility in Thin Hard-Wall Films: verification in Python

```python
"""
Result under test: roughness-limited mobility of a thin hard-wall film,
    mu = e mz^2 L^6 / (pi^5 hbar m^2 delta^2 lam^2 G(a)),
    G(a) = exp(-a) [I0(a) - I1(a)],  a = kF^2 lam^2 / 2,
for one occupied subband, T = 0, lowest Born order, no screening.
L: mean thickness; mz, m: confinement and in-plane masses;
delta, lam: rms and correlation length of the thickness fluctuation, whose
correlation function is delta^2 exp(-r^2/lam^2); kF: Fermi wave number;
g: spin times valley degeneracy; n: sheet density.
Lengths are in nm and energies in eV unless a name ends in _si.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ive, j0

# ---------------------------------------------------------------- parameters
mz_ratio, m_ratio, g = 0.9, 0.2, 4
n = 0.05                     # nm^-2
delta, lam, L_ref = 0.2, 1.5, 3.0
force_ext = 0.01             # transverse force, eV/nm
barrier = 3.0                # eV
eps_rel = 10.0

hbar_ev = sc.hbar / sc.e     # eV s
mz_si, m_si = mz_ratio * sc.m_e, m_ratio * sc.m_e
cz = sc.hbar**2 / (2 * mz_si) / sc.e * 1e18    # hbar^2/(2 mz), eV nm^2
cp = sc.hbar**2 / (2 * m_si) / sc.e * 1e18     # hbar^2/(2 m), eV nm^2
kF = np.sqrt(4 * np.pi * n / g)
EF = cp * kF**2


def level(L):
    return cz * np.pi**2 / L**2


def wall_force(L):
    return 2 * np.pi**2 * cz / L**3


def spectrum(q):
    return np.pi * delta**2 * lam**2 * np.exp(-(q * lam)**2 / 4)


def G(a):
    return ive(0, a) - ive(1, a)


def mobility_formula(L):
    """Closed formula, evaluated in SI units, returned in cm^2/(V s)."""
    L_si, d_si, l_si = L * 1e-9, delta * 1e-9, lam * 1e-9
    a = (kF * lam)**2 / 2
    mu_si = sc.e * mz_si**2 * L_si**6 / (
        np.pi**5 * sc.hbar * m_si**2 * d_si**2 * l_si**2 * G(a))
    return mu_si * 1e4


def log_slope(func, L, ratio=1.01):
    return np.log(func(L * ratio) / func(L / ratio)) / (2 * np.log(ratio))


# ------------------------- exact corrugated strip: backscattering gap
def strip_gap(L, q, amp):
    """Gap between the standing waves of wave number q/2 in a strip with
    walls z = 0 and z = L + amp cos(q x). Each plane-wave component solves
    the wave equation; the energies make the wave vanish on the upper wall."""
    theta = 2 * np.pi * (np.arange(64) + 0.5) / 64
    z = L + amp * np.cos(theta)
    orders = np.arange(5) + 0.5
    mass_ratio = mz_ratio / m_ratio
    centre = (np.pi / L)**2 + mass_ratio * q**2 / 4
    reach = 3 * np.pi**2 * amp / L**3

    def determinant(energy, trig):
        waves = trig(np.outer(orders, theta))
        columns = []
        for j, order in enumerate(orders):
            kz2 = energy - mass_ratio * (order * q)**2
            if j == 0:
                vertical = np.sin(np.sqrt(kz2) * z)
            else:
                assert kz2 < 0      # higher harmonics are evanescent here
                decay = np.sqrt(-kz2)
                vertical = np.sinh(decay * z) / np.sinh(decay * L)
            columns.append(waves @ (waves[j] * vertical) / len(theta))
        return np.linalg.det(np.array(columns).T)

    e_even = brentq(determinant, centre - reach, centre,
                    args=(np.cos,), xtol=1e-13)
    e_odd = brentq(determinant, centre, centre + reach,
                   args=(np.sin,), xtol=1e-13)
    return cz * (e_odd - e_even)


amp = 0.01
strip_L = [2.0, 3.0, 4.0]
gaps = [strip_gap(L, 2 * kF, amp) for L in strip_L]
for L, gap in zip(strip_L, gaps):
    assert abs(gap / (wall_force(L) * amp) - 1) < 2e-3
strip_exponent = -2 * np.log(gaps[2] / gaps[0]) / np.log(strip_L[2] / strip_L[0])
assert abs(strip_exponent - 6) < 0.01

# ------------------------- size of the nonlinear energy fluctuation
nodes, weights = np.polynomial.hermite_e.hermegauss(24)
weights = weights / weights.sum()


def variance_ratio(s):
    """Variance of the local level over its linearized value, s = delta/L."""
    energy = (1 + s * nodes)**-2
    mean = weights @ energy
    return weights @ (energy - mean)**2 / (4 * s**2)


assert abs(variance_ratio(0.02) - 1 - 16.5 * 0.02**2) < 1e-4

# ------------------------- roughness spectrum from the correlation function
for q in (0.2, 0.8, 1.5):
    transform = quad(lambda r: 2 * np.pi * r * j0(q * r) * delta**2
                     * np.exp(-(r / lam)**2), 0, 12 * lam)[0]
    assert abs(transform / spectrum(q) - 1) < 1e-7

# ------------------------- scattering rate: explicit sum over final states
F_ref = wall_force(L_ref)
a_ref = (kF * lam)**2 / 2
rate_formula = (np.pi**5 * sc.hbar * m_si * (delta * lam * 1e-18)**2 * G(a_ref)
                / (mz_si**2 * (L_ref * 1e-9)**6))
dk = 0.002
axis = np.arange(-0.7, 0.7, dk) + dk / 2
kx, ky = np.meshgrid(axis, axis)
k_abs = np.hypot(kx, ky)
width = 0.0008
delta_function = (np.exp(-((cp * k_abs**2 - EF) / width)**2 / 2)
                  / (width * np.sqrt(2 * np.pi)))
rate_sum = (2 * np.pi / hbar_ev * (dk / (2 * np.pi))**2 * F_ref**2
            * np.sum(spectrum(np.hypot(kx - kF, ky))
                     * (1 - kx / k_abs) * delta_function))
# finite width of the energy delta function and finite grid: 1 percent
assert abs(rate_sum / rate_formula - 1) < 0.01


# ------------------------- mobility: numerical linearized Boltzmann equation
def mobility_boltzmann(L, points=240):
    angle = 2 * np.pi * np.arange(points) / points
    q = 2 * kF * np.abs(np.sin((angle[:, None] - angle[None, :]) / 2))
    W = (wall_force(L)**2 / (2 * cp) / (2 * np.pi * hbar_ev)
         * spectrum(q) * 2 * np.pi / points)
    collision = np.diag(W.sum(axis=1)) - W
    collision += np.mean(W)      # fixes the free constant, keeps the solution
    vx = sc.hbar * kF * 1e9 / m_si * np.cos(angle)
    response = np.linalg.solve(collision, vx)
    density_of_states = g * m_si / (2 * np.pi * sc.hbar**2)
    return sc.e * density_of_states * np.mean(vx * response) / (n * 1e18) * 1e4


for L in (2.0, 3.0, 5.0):
    assert abs(mobility_boltzmann(L) / mobility_formula(L) - 1) < 1e-8


# ------------------------- transverse force: from size to field confinement
def field_state(L, force, size=80):
    """Ground level and the two wall forces for the potential force * z."""
    j = np.arange(1, size + 1)
    row, col = np.meshgrid(j, j, indexing="ij")
    odd = (row - col) % 2 == 1
    gap2 = np.where(odd, (row**2 - col**2)**2, 1)
    z = np.where(odd, -8 * L * row * col / (np.pi**2 * gap2), 0.0)
    z += np.eye(size) * L / 2
    values, vectors = np.linalg.eigh(np.diag(cz * (j * np.pi / L)**2) + force * z)
    c = vectors[:, 0]
    slope0 = np.sqrt(2 / L) * np.sum(c * j * np.pi / L)
    slopeL = np.sqrt(2 / L) * np.sum(c * j * np.pi / L * (-1.0)**j)
    return values[0], cz * slope0**2, cz * slopeL**2


def field_strength(L):
    """Inverse of the squared forces: mobility factor for equal rough walls."""
    _, bottom, top = field_state(L, force_ext)
    return 1 / (bottom**2 + top**2)


_, f_bottom, f_top = field_state(L_ref, force_ext)
step = 1e-3
f_numeric = -(field_state(L_ref + step, force_ext)[0]
              - field_state(L_ref - step, force_ext)[0]) / (2 * step)
assert abs(f_numeric / f_top - 1) < 1e-4
assert abs((f_bottom - f_top) / force_ext - 1) < 1e-3
field_exp = {L: log_slope(field_strength, L) for L in (1.0, 3.0, 5.0, 20.0)}
assert abs(field_exp[1.0] - 6) < 0.02 and abs(field_exp[20.0]) < 0.05
L_field = (2 * np.pi**2 * cz / force_ext)**(1 / 3)


# ------------------------- finite barrier, same mass inside and outside
def finite_level(L, V0):
    k0 = np.sqrt(V0 / cz)
    k = brentq(lambda x: x * np.sin(x * L / 2)
               - np.sqrt(max(k0**2 - x**2, 0.0)) * np.cos(x * L / 2),
               1e-9, min(k0, np.pi / L), xtol=1e-14, rtol=1e-14)
    return cz * k**2, np.sqrt(k0**2 - k**2)


def finite_force(L, V0):
    energy, kappa = finite_level(L, V0)
    return 2 * energy / (L + 2 / kappa)


numeric = -(finite_level(L_ref + step, barrier)[0]
            - finite_level(L_ref - step, barrier)[0]) / (2 * step)
assert abs(numeric / finite_force(L_ref, barrier) - 1) < 1e-5
barrier_exp = log_slope(lambda L: finite_force(L, barrier)**-2, L_ref)
high_exp = log_slope(lambda L: finite_force(L, 1e4 * barrier)**-2, L_ref)
assert abs(high_exp - 6) < 0.01 and barrier_exp < 6

# ------------------------- Thomas-Fermi screening in a uniform dielectric
gx, gw = np.polynomial.legendre.leggauss(40)
w_node, w_weight = (gx + 1) / 2, gw / 2
overlap = ((1 - w_node) * (1 + np.cos(2 * np.pi * w_node) / 2)
           + 3 * np.sin(2 * np.pi * w_node) / (4 * np.pi))


def form_factor(x):
    x = np.asarray(x, dtype=float)
    return 2 * np.exp(-x[..., None] * w_node) @ (w_weight * overlap)


u = (np.arange(1000) + 0.5) / 1000
rho = 2 * np.sin(np.pi * u)**2 / 1000
for x in (0.5, 2.0, 5.0):
    direct = rho @ np.exp(-x * np.abs(u[:, None] - u[None, :])) @ rho
    assert abs(direct / form_factor(x) - 1) < 1e-4

q_screen = (sc.e**2 * g * m_si / (2 * np.pi * sc.hbar**2)
            / (2 * eps_rel * sc.epsilon_0)) * 1e-9


def mobility_angular(L, qs):
    theta = 2 * np.pi * (np.arange(400) + 0.5) / 400
    q = 2 * kF * np.sin(theta / 2)
    dielectric = 1 + qs / q * form_factor(q * L)
    integral = 2 * np.pi * np.mean(
        spectrum(q) / dielectric**2 * (1 - np.cos(theta)))
    rate = wall_force(L)**2 / (2 * cp) / (2 * np.pi * hbar_ev) * integral
    return sc.e / (m_si * rate) * 1e4


assert abs(mobility_angular(L_ref, 0.0) / mobility_formula(L_ref) - 1) < 1e-8
mu_screened = mobility_angular(L_ref, q_screen)
screen_exp = log_slope(lambda L: mobility_angular(L, q_screen), L_ref)
screen_thin = log_slope(lambda L: mobility_angular(L, q_screen), 0.01)
assert abs(screen_thin - 6) < 0.01 and screen_exp < 6

# ------------------------- validity of the example
L_second = np.pi / kF * np.sqrt(3 * m_ratio / mz_ratio)
assert abs(3 * level(L_second) / EF - 1) < 1e-10
assert L_second > 5.0


def kF_path(L):
    return sc.hbar * (kF * 1e9)**2 * mobility_formula(L) * 1e-4 / sc.e


assert kF_path(2.0) > 5

# ---------------------------------------------------------------- output
print(f"confinement mass = {mz_ratio} m0, in-plane mass = {m_ratio} m0, g = {g}")
print(f"sheet density n = {n * 1e14:.1e} cm^-2")
print(f"rms fluctuation delta = {delta} nm, correlation length = {lam} nm")
print(f"reference thickness L = {L_ref} nm")
print(f"Fermi wave number kF = {kF:.4f} nm^-1")
print(f"Fermi energy above the subband edge = {EF * 1e3:.2f} meV")
print(f"lowest level E1 = {level(L_ref) * 1e3:.2f} meV")
print(f"wall force F = {F_ref * 1e3:.2f} meV/nm")
print(f"rms level fluctuation F*delta = {F_ref * delta * 1e3:.2f} meV")
print(f"a = {a_ref:.4f}, G(a) = {G(a_ref):.4f} (dimensionless)")
print(f"scattering rate, formula = {rate_formula:.4e} s^-1")
print(f"scattering rate, sum over final states = {rate_sum:.4e} s^-1")
print(f"momentum relaxation time = {1e12 / rate_formula:.4f} ps")
print(f"mobility, formula = {mobility_formula(L_ref):.1f} cm^2/(V s)"
      f" = {mobility_formula(L_ref) * 1e-4:.4f} m^2/(V s)")
print(f"mobility, Boltzmann solution = {mobility_boltzmann(L_ref):.1f} cm^2/(V s)")
for L in (2.0, 3.0, 4.0, 5.0):
    print(f"L = {L} nm: mobility = {mobility_formula(L):.1f} cm^2/(V s),"
          f" kF*path = {kF_path(L):.1f}")
print(f"corrugated strip: amplitude = {amp} nm, q = 2kF = {2 * kF:.4f} nm^-1")
for L, gap in zip(strip_L, gaps):
    print(f"L = {L} nm: exact gap = {gap * 1e3:.5f} meV,"
          f" F*amplitude = {wall_force(L) * amp * 1e3:.5f} meV")
print(f"mobility exponent from exact gaps, 2 to 4 nm = {strip_exponent:.4f}")
for L in (2.0, 3.0, 5.0):
    print(f"L = {L} nm: level variance / linearized variance ="
          f" {variance_ratio(delta / L):.4f}")
print(f"second subband empty at T = 0 below L = {L_second:.2f} nm")
print(f"transverse force = {force_ext} eV/nm, crossover length = {L_field:.2f} nm")
print(f"wall forces at L = {L_ref} nm: bottom = {f_bottom * 1e3:.2f} meV/nm,"
      f" top = {f_top * 1e3:.2f} meV/nm")
for L, value in field_exp.items():
    print(f"L = {L} nm: exponent with transverse force = {value:.3f}")
print(f"barrier {barrier} eV: penetration 1/kappa at L = {L_ref} nm ="
      f" {1 / finite_level(L_ref, barrier)[1]:.4f} nm")
print(f"barrier {barrier} eV: exponent at L = {L_ref} nm = {barrier_exp:.3f}")
print(f"barrier {1e4 * barrier:.0f} eV: exponent at L = {L_ref} nm = {high_exp:.3f}")
print(f"relative permittivity = {eps_rel}, screening q_s = {q_screen:.4f} nm^-1")
print(f"form factor H(2 kF L) at L = {L_ref} nm ="
      f" {float(form_factor(2 * kF * L_ref)):.4f}")
print(f"screened mobility at L = {L_ref} nm = {mu_screened:.0f} cm^2/(V s)")
print(f"screened exponent at L = {L_ref} nm = {screen_exp:.3f}")
print(f"screened exponent in the limit check L = 0.01 nm = {screen_thin:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
confinement mass = 0.9 m0, in-plane mass = 0.2 m0, g = 4
sheet density n = 5.0e+12 cm^-2
rms fluctuation delta = 0.2 nm, correlation length = 1.5 nm
reference thickness L = 3.0 nm
Fermi wave number kF = 0.3963 nm^-1
Fermi energy above the subband edge = 29.92 meV
lowest level E1 = 46.42 meV
wall force F = 30.95 meV/nm
rms level fluctuation F*delta = 6.19 meV
a = 0.1767, G(a) = 0.7702 (dimensionless)
scattering rate, formula = 8.3181e+11 s^-1
scattering rate, sum over final states = 8.3182e+11 s^-1
momentum relaxation time = 1.2022 ps
mobility, formula = 10572.3 cm^2/(V s) = 1.0572 m^2/(V s)
mobility, Boltzmann solution = 10572.3 cm^2/(V s)
L = 2.0 nm: mobility = 928.2 cm^2/(V s), kF*path = 9.6
L = 3.0 nm: mobility = 10572.3 cm^2/(V s), kF*path = 109.3
L = 4.0 nm: mobility = 59402.1 cm^2/(V s), kF*path = 614.2
L = 5.0 nm: mobility = 226600.9 cm^2/(V s), kF*path = 2342.9
corrugated strip: amplitude = 0.01 nm, q = 2kF = 0.7927 nm^-1
L = 2.0 nm: exact gap = 1.04456 meV, F*amplitude = 1.04453 meV
L = 3.0 nm: exact gap = 0.30949 meV, F*amplitude = 0.30949 meV
L = 4.0 nm: exact gap = 0.13056 meV, F*amplitude = 0.13057 meV
mobility exponent from exact gaps, 2 to 4 nm = 6.0001
L = 2.0 nm: level variance / linearized variance = 1.1934
L = 3.0 nm: level variance / linearized variance = 1.0784
L = 5.0 nm: level variance / linearized variance = 1.0270
second subband empty at T = 0 below L = 6.47 nm
transverse force = 0.01 eV/nm, crossover length = 4.37 nm
wall forces at L = 3.0 nm: bottom = 36.23 meV/nm, top = 26.23 meV/nm
L = 1.0 nm: exponent with transverse force = 6.000
L = 3.0 nm: exponent with transverse force = 5.745
L = 5.0 nm: exponent with transverse force = 3.001
L = 20.0 nm: exponent with transverse force = 0.001
barrier 3.0 eV: penetration 1/kappa at L = 3.0 nm = 0.1196 nm
barrier 3.0 eV: exponent at L = 3.0 nm = 5.555
barrier 30000 eV: exponent at L = 3.0 nm = 5.995
relative permittivity = 10.0, screening q_s = 1.5118 nm^-1
form factor H(2 kF L) at L = 3.0 nm = 0.6482
screened mobility at L = 3.0 nm = 69368 cm^2/(V s)
screened exponent at L = 3.0 nm = 5.592
screened exponent in the limit check L = 0.01 nm = 5.9980
ALL CHECKS PASSED
```
